# Steele's Fourier Expansion for an Atom Physisorbed on Graphite

## 1. The trouble with a smooth surface

Suppose the carbon atoms of each graphite plane are smeared into a uniform sheet. A closed-shell atom above the surface then has a sensible binding energy and height, but its energy does not depend on where it sits laterally. There is no preferred site and no barrier to sliding. Summing the pair energies over individual carbon atoms restores both, but a numerical sum does not explain why, near the binding height, the lateral variation can be so much smaller than the binding, or what law governs its change with height. A Fourier expansion over the lattice separates the smooth part from the corrugation and answers both questions.

## 2. Model and conventions

The carbon atoms are fixed. The top plane is $z=0$, the crystal fills the space below it, and the adsorbed atom is at lateral position $\mathbf R$ and height $z>0$. The energy is taken as a sum of isotropic Lennard-Jones pair energies,

$$U(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right].$$

Consider one layer first. It has lattice vectors $\mathbf T$, cell area $A$, and $q$ atoms per cell at $\boldsymbol\tau_j$. Its energy is

$$V(\mathbf R,z)=\sum_{\mathbf T}\sum_{j=1}^{q}U\!\left(\sqrt{|\mathbf R-\mathbf T-\boldsymbol\tau_j|^2+z^2}\right).$$

This is periodic in $\mathbf R$, so with reciprocal vectors $\mathbf G$ obeying $e^{i\mathbf G\cdot\mathbf T}=1$,

$$V=\sum_{\mathbf G}V_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf R},\qquad V_{\mathbf G}=\frac1A\int_{\rm cell}d^2R\;e^{-i\mathbf G\cdot\mathbf R}\,V(\mathbf R,z).$$

## 3. From a cell integral to a plane integral

Insert the lattice sum and substitute $\mathbf R'=\mathbf R-\mathbf T-\boldsymbol\tau_j$. The phase becomes $e^{-i\mathbf G\cdot\mathbf R'}e^{-i\mathbf G\cdot\boldsymbol\tau_j}$, because $e^{-i\mathbf G\cdot\mathbf T}=1$. As $\mathbf T$ runs over the lattice, the displaced cells tile the plane once. Hence

$$V_{\mathbf G}=\frac{S_{\mathbf G}}{A}\int d^2R\;e^{-i\mathbf G\cdot\mathbf R}\,U\!\left(\sqrt{R^2+z^2}\right),\qquad S_{\mathbf G}=\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_j}.$$

Exchanging sum and integral is allowed because, for $z>0$, $U$ is bounded and falls as $R^{-6}$, so the sum converges absolutely and uniformly. The structure factor $S_{\mathbf G}$ holds the arrangement of atoms in the cell; the integral holds the pair law.

## 4. The transform of an inverse power

Both terms of $U$ need

$$I_n(G,z)=\int d^2R\,\frac{e^{-i\mathbf G\cdot\mathbf R}}{(R^2+z^2)^n},$$

with $n=6$ for the repulsion and $n=3$ for the attraction. The definition of the gamma function gives

$$\frac1{(R^2+z^2)^n}=\frac1{\Gamma(n)}\int_0^\infty dt\,t^{n-1}e^{-t(R^2+z^2)}.$$

The lateral integral is now Gaussian. Completing the square,

$$-tR^2-i\mathbf G\cdot\mathbf R=-t\left(\mathbf R+\frac{i\mathbf G}{2t}\right)^2-\frac{G^2}{4t},$$

so it equals $(\pi/t)\,e^{-G^2/4t}$, and

$$I_n=\frac{\pi}{\Gamma(n)}J_{n-1},\qquad J_m(z)=\int_0^\infty dt\,t^{m-1}e^{-tz^2-G^2/4t}.$$

For $G>0$ put $t=(G/2z)u$. Then $tz^2=Gzu/2$ and $G^2/4t=Gz/2u$. The modified Bessel function has the integral representation

$$K_m(x)=\frac12\int_0^\infty du\,u^{m-1}e^{-x(u+1/u)/2},$$

and therefore

$$J_m=2\left(\frac{G}{2z}\right)^{m}K_m(Gz),\qquad I_n=\frac{2\pi}{\Gamma(n)}\left(\frac{G}{2z}\right)^{n-1}K_{n-1}(Gz).$$

For $G=0$ the $t$ integral is $\Gamma(n-1)/z^{2n-2}$, which gives $I_n=\pi/[(n-1)z^{2n-2}]$.

## 5. The expansion for one layer

For $\mathbf G=0$, $S_0=q$, and

$$V_0=\frac{4\varepsilon q}{A}\left[\frac{\pi\sigma^{12}}{5z^{10}}-\frac{\pi\sigma^6}{2z^4}\right]=\frac{2\pi q\varepsilon\sigma^2}{A}\left[\frac25\left(\frac\sigma z\right)^{10}-\left(\frac\sigma z\right)^4\right].$$

This is the smeared sheet. For $G>0$, $\Gamma(6)=120$ and $\Gamma(3)=2$ give $I_6=(2\pi/120)(G/2z)^5K_5$ and $I_3=\pi(G/2z)^2K_2$. Multiplying by $4\varepsilon\sigma^{12}/A$ and $-4\varepsilon\sigma^6/A$, and taking out $2\pi\varepsilon\sigma^6/A$,

$$v_G(z)=\frac{2\pi\varepsilon\sigma^6}{A}\left[\frac{\sigma^6}{30}\left(\frac G{2z}\right)^5K_5(Gz)-2\left(\frac G{2z}\right)^2K_2(Gz)\right].$$

The layer energy is thus

$$V(\mathbf R,z)=V_0(z)+\sum_{\mathbf G\ne0}S_{\mathbf G}\,v_G(z)\,e^{i\mathbf G\cdot\mathbf R}.$$

## 6. How fast the corrugation decays

The substitution $u=e^s$ turns the integral representation into

$$K_m(x)=\int_0^\infty ds\,e^{-x\cosh s}\cosh ms.$$

For large $x$ only small $s$ contributes. Expand $\cosh s\approx1+s^2/2+s^4/24$ and $\cosh ms\approx1+m^2s^2/2$. With the Gaussian weight $e^{-xs^2/2}$ the averages are $\langle s^2\rangle=1/x$ and $\langle s^4\rangle=3/x^2$, so

$$K_m(x)\approx\sqrt{\frac{\pi}{2x}}\,e^{-x}\left[1+\frac{m^2}{2x}-\frac{x}{24}\frac{3}{x^2}\right]=\sqrt{\frac{\pi}{2x}}\,e^{-x}\left[1+\frac{4m^2-1}{8x}\right].$$

At large $Gz$ the repulsive part of $v_G$ therefore goes as $z^{-11/2}e^{-Gz}$ and the attractive part as $z^{-5/2}e^{-Gz}$. The factor $e^{-Gz}$ is the leading behaviour, not the whole height dependence.

The local decay rate shows how much this matters. Differentiating $J_m$ under the integral brings down $-2zt$, so

$$\frac{dJ_m}{dz}=-2zJ_{m+1}=-2G\left(\frac G{2z}\right)^mK_{m+1}(Gz).$$

Dividing by $-J_m$ gives the rate

$$\kappa_m\equiv-\frac{d\ln J_m}{dz}=G\,\frac{K_{m+1}(Gz)}{K_m(Gz)}\approx G+\frac{m+\frac12}{z}.$$

The last form uses the ratio of the two asymptotic brackets, $1+[4(m+1)^2-4m^2]/8x=1+(2m+1)/2x$. Since $\cosh ms$ grows with $m$, $K_{m+1}>K_m$ and each part decays faster than $e^{-Gz}$ at every height. The rate approaches $G$ only when $z\gg(m+\frac12)/G$.

## 7. Each harmonic changes sign once

The two parts of $v_G$ have opposite signs. They cancel when

$$\frac{\sigma^6}{60}\left(\frac{G}{2z}\right)^3\frac{K_5(Gz)}{K_2(Gz)}=1.$$

The logarithmic derivative of the left side is $\kappa_2-\kappa_5$. Applying the Cauchy–Schwarz inequality to the integral representation gives $K_m^2<K_{m-1}K_{m+1}$, so $K_{m+1}/K_m$ increases with $m$ and $\kappa_5>\kappa_2$. The left side thus falls steadily, from infinity at $z\to0$ to zero at $z\to\infty$, and there is one crossing for each $G$. Below it repulsion controls the harmonic and $v_G>0$; above it attraction does and $v_G<0$.

## 8. Sites on a honeycomb layer

Let $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose $60^\circ$, and let $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. With the origin at a hexagon centre, the two atoms are at $\pm(\mathbf a_1+\mathbf a_2)/3$. For $\mathbf G=h\mathbf b_1+k\mathbf b_2$,

$$S_{\mathbf G}=2\cos\frac{2\pi(h+k)}3.$$

The first shell is $\pm\mathbf b_1,\pm\mathbf b_2,\pm(\mathbf b_1+\mathbf b_2)$, of length $G_1=4\pi/(\sqrt3a)$, with $S=-1$. The second is $\pm(\mathbf b_1-\mathbf b_2),\pm(2\mathbf b_1+\mathbf b_2),\pm(\mathbf b_1+2\mathbf b_2)$, of length $G_2=\sqrt3G_1$, with $S=2$.

Let $F_1,F_2$ be the sums of $\cos\mathbf G\cdot\mathbf R$ over these shells, and $v_1,v_2$ the corresponding $v_G$. The corrugation is $-v_1F_1+2v_2F_2$ to this order:

- Hollow, $\mathbf R=0$: $F_1=6$, $F_2=6$, giving $-6v_1+12v_2$.
- Atom, $\mathbf R=(\mathbf a_1+\mathbf a_2)/3$: $F_1=-3$, $F_2=6$, giving $3v_1+12v_2$.
- Bridge, $\mathbf R=(\mathbf a_1+\mathbf a_2)/2$: $F_1=-2$, $F_2=-2$, giving $2v_1-4v_2$.

At fixed height, then,

$$V_{\rm atom}-V_{\rm hollow}\approx9v_1,\qquad V_{\rm bridge}-V_{\rm hollow}\approx8v_1-16v_2.$$

When $v_1>0$ and outweighs $2v_2$, the hollow is favoured, because there the atom best avoids the repulsive cores. The bridge is the pass between hollows. For displacements $x$ along the bond and $y$ across it, the first shell gives

$$F_1=-4\cos\frac{G_1x}2\cos\frac{\sqrt3G_1y}2+2\cos G_1x\approx-2-\frac{G_1^2x^2}2+\frac{3G_1^2y^2}2.$$

The energy $-v_1F_1$ rises along the bond and falls across it, towards the hollows.

## 9. Adding the deeper layers

Layer $l=0,1,2,\dots$ lies at distance $z+ld$. If it is shifted laterally by $\mathbf s_l$, its harmonics gain the factor $e^{-i\mathbf G\cdot\mathbf s_l}$. The smooth part needs

$$\sum_{l=0}^\infty\frac1{(z+ld)^p}=\frac1{d^p}\,\zeta\!\left(p,\frac zd\right),\qquad p=4,10,$$

where $\zeta(p,x)=\sum_{l\ge0}(l+x)^{-p}$ is the Hurwitz zeta function.

A simpler form replaces the attraction of the layers $l\ge1$ by a single inverse cube. Let $f(l)=(z+ld)^{-4}$ and $w=z+d/2$. Integrating the Taylor series of $f$ over unit intervals centred on the integers gives $\int f=\sum f+\frac1{24}\sum f''+\dots$. Replacing the last sum by an integral,

$$\sum_{l\ge1}f(l)\approx\int_{1/2}^\infty f\,dl+\frac{f'(1/2)}{24}=\frac1{3dw^3}-\frac d{6w^5}.$$

Match this to $1/[3d(w+\delta)^3]\approx1/(3dw^3)-\delta/(dw^4)$. The result is $\delta=d^2/6w$, so

$$\sum_{l\ge1}\frac1{(z+ld)^4}\approx\frac1{3d(z+\alpha d)^3},\qquad\alpha\approx\frac12+\frac d{6(z+d/2)}.$$

Dropping the repulsion of the deeper layers as well gives the 10-4-3 potential, here with $\alpha$ fixed at $0.61$, the value $\frac12+\frac19$ that the estimate takes at $z=d$:

$$V_0^{\rm crystal}\approx\frac{2\pi q\varepsilon\sigma^2}A\left[\frac25\left(\frac\sigma z\right)^{10}-\left(\frac\sigma z\right)^4-\frac{\sigma^4}{3d(z+0.61d)^3}\right].$$

The derivation shows that $\alpha$ depends on height and tends to $1/2$ far away.

## 10. Worked example

Take the AB-stacked structure of graphite with rounded dimensions $a=2.5$ Å and $d=3.4$ Å, and a model closed-shell atom with $\varepsilon=5$ meV and $\sigma=3.3$ Å. These pair parameters represent no particular element. Then $A=\sqrt3a^2/2=5.413$ Å$^2$ and $G_1=2.902$ Å$^{-1}$.

**Smooth part.** The laterally averaged energy of the whole crystal is lowest at $z_0=3.282$ Å. The prefactor $2\pi q\varepsilon\sigma^2/A$ is $126.4$ meV and $\sigma/z_0=1.0055$, so the top layer contributes

$$126.4\,(0.4\times1.056-1.022)\ \text{meV}\approx-75.8\ \text{meV}.$$

The full sum is $-85.6$ meV, so the deeper layers supply about 11% of the binding. At $z_0$ the midpoint estimate gives $\alpha=0.61$, while exact matching of the attractive sum gives $0.60$. The minimum of the 10-4-3 form is $-85.4$ meV, within 0.3% of the full smooth sum.

**First harmonic.** Here $G_1z_0=9.525$, $K_5=1.000\times10^{-4}$, $K_2=3.575\times10^{-5}$ and $G_1/2z_0=0.4421$ Å$^{-2}$. The prefactor $2\pi\varepsilon\sigma^6/A$ is $(126.4/2)\,\sigma^4\approx7496$ meV Å$^4$, and $\sigma^6/30=43.05$ Å$^6$. The two parts are

$$7496\times43.05\times(0.4421)^5\times1.000\times10^{-4}\approx0.545\ \text{meV},$$

$$-7496\times2\times(0.4421)^2\times3.575\times10^{-5}\approx-0.105\ \text{meV}.$$

Their sum, taken from the unrounded parts, is $v_1=0.441$ meV. Repulsion dominates, so the hollow is preferred. The second harmonic, $v_2=0.0035$ meV, is 0.8% of the first. At fixed $z_0$ the bridge lies $8v_1-16v_2=3.47$ meV above the hollow and the atom site about $9v_1=3.96$ meV above it. Direct atom-by-atom sums over one layer give $3.47$ and $3.97$ meV.

**Decay.** At $z_0$ the repulsive part decays at $4.92$ Å$^{-1}$ and the attractive part at $3.72$ Å$^{-1}$. The two-term estimates $G_1+5.5/z_0=4.58$ and $G_1+2.5/z_0=3.66$ Å$^{-1}$ are 7% and 1.5% lower. The net rate is the weighted mean

$$\kappa=\frac{4.92\times0.545-3.72\times0.105}{0.441}\approx5.2\ \text{Å}^{-1}.$$

It exceeds both separate rates because the attractive weight is negative: the slower-decaying attraction cancels a growing share of the repulsion as the atom rises. A pure $e^{-G_1z}$ would understate the decay rate at this height by a factor of about 1.8. The first harmonic vanishes at $5.07$ Å. The second layer is $6.68$ Å from the atom, beyond that crossing, and its first harmonic is only about $-5\times10^{-7}$ meV. At a given height the deeper layers thus add no appreciable corrugation of their own. They still act on it indirectly: the top layer alone has its smooth minimum at $z=\sigma=3.300$ Å, their attraction lowers it to $3.282$ Å, and with $\kappa\approx5.2$ Å$^{-1}$ this shift of $0.018$ Å raises $v_1$ by about 10%.

**Relaxation.** Let the height adjust at each site:

- Hollow: $3.23$ Å, $-88.6$ meV.
- Bridge: $3.30$ Å, $-84.8$ meV.
- Atom: $3.30$ Å, $-84.3$ meV.

The barrier from hollow to hollow is $3.80$ meV, or $44$ K in temperature units, about 4% of the well depth. It is larger than the fixed-height value of $3.47$ meV. To see why, write the site energy as $V_0^{\rm crystal}+cv_1$, with $c=-6$ for the hollow and $c=2$ for the bridge. Let $k$ be the curvature of the smooth well at $z_0$, and use $v_1(z)\approx v_1[1-\kappa(z-z_0)]$. Minimizing

$$\tfrac12k(z-z_0)^2+cv_1[1-\kappa(z-z_0)]$$

gives $z-z_0=c\kappa v_1/k$ and an energy $cv_1-c^2\kappa^2v_1^2/2k$. The hollow atom sinks, the bridge atom rises, and in this linearized one-shell model relaxation lowers the hollow by $36/4=9$ times as much as the bridge. In the full calculation the fixed-height energies $-85.59-6v_1+12v_2\approx-88.19$ meV and $-85.59+2v_1-4v_2\approx-84.73$ meV drop by about $0.36$ and $0.03$ meV, a ratio of about eleven. The barrier therefore grows.

These values depend on the rounding of the lattice: with $a=2.46$ Å and $d=3.35$ Å and the same pair parameters, the smooth minimum becomes $-88.7$ meV, $v_1$ becomes $0.416$ meV and the relaxed barrier $3.57$ meV ($41$ K), about 6% lower.

## 11. Where the result stops holding

Within the pair model the expansion holds for any $z>0$, but it is economical only when $Gz$ is large. Closer to the plane more shells are needed, and the $r^{-12}$ repulsion is itself only a model of overlapping electron clouds. The assumption of isotropic pairs ignores that graphite polarizes differently along and across its planes, which can alter the corrugation. Many-body dispersion, lattice relaxation and zero-point motion are also left out, so the energies above illustrate the formula and do not predict a measured system.

The numerical check tests the series against direct sums over a three-layer stack at four lateral positions and three heights; the largest difference is $5\times10^{-8}$ meV. This residue comes from the sharp cutoff of the direct sum, not from the series; with a smoothly tapered cutoff it falls to about $2\times10^{-13}$ meV.

## Table of computed values

```
pair well depth eps: 5.0 meV
pair length sigma: 3.3 angstrom
lattice constant a: 2.5 angstrom
layer spacing d: 3.4 angstrom
cell area A: 5.4127 angstrom^2
shortest reciprocal vector G1: 2.9021 1/angstrom
second-shell length G2: 5.0265 1/angstrom
prefactor 2 pi q eps sigma^2/A: 126.415 meV
largest relative error of plane transform: 7.5e-09
largest error of series against direct sum: 4.9e-08 meV
minimum of lateral mean, height z0: 3.2821 angstrom
minimum of lateral mean, energy: -85.593 meV
top-layer part of that energy: -75.803 meV
G1*z0: 9.525
K5(G1*z0): 1.0004e-04
K2(G1*z0): 3.5745e-05
first harmonic at z0, repulsive part: 0.5453 meV
first harmonic at z0, attractive part: -0.1047 meV
first harmonic v1 at z0: 0.4405 meV
second-shell harmonic v2 at z0: 0.00349 meV
atom minus hollow at z0, one layer, direct: 3.9692 meV
9 v1: 3.9648 meV
bridge minus hollow at z0, one layer, direct: 3.4684 meV
8 v1: 3.5243 meV
8 v1 - 16 v2: 3.4684 meV
decay rate at z0, repulsive part: 4.9205 1/angstrom
decay rate at z0, attractive part: 3.7179 1/angstrom
decay rate at z0, net v1: 5.2065 1/angstrom
estimate G1 + 5.5/z0, repulsive part: 4.5778 1/angstrom
estimate G1 + 2.5/z0, attractive part: 3.6638 1/angstrom
attractive decay rate over G1 at z = 20 angstrom: 1.0436
height where v1 changes sign: 5.0708 angstrom
second-layer first harmonic at z0: -5.251e-07 meV
split of the two atom sites at z0: -4.726e-06 meV
equilibrium height, hollow: 3.2309 angstrom
equilibrium energy, hollow: -88.557 meV
equilibrium height, bridge: 3.2963 angstrom
equilibrium energy, bridge: -84.760 meV
equilibrium height, atom: 3.3045 angstrom
equilibrium energy, atom: -84.306 meV
relaxed barrier, bridge minus hollow: 3.797 meV
relaxed barrier in temperature units: 44.07 K
relaxed atom minus hollow: 4.251 meV
offset alpha at z0, exact matching: 0.5955
offset alpha at z0, midpoint estimate: 0.6137
10-4-3 form with 0.61, height: 3.2817 angstrom
10-4-3 form with 0.61, energy: -85.368 meV
```
